# Repulsion of upright inhibitor dipoles and the three-halves power of coverage

## Definitions and conventions

An inhibitor layer is modelled as identical electric dipoles in one plane. Each has moment $p$, in C m, and points along the outward surface normal. The dipoles are rigid: neither their size nor their direction responds to the neighbours. They occupy a square lattice of spacing $a$ in a uniform medium of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. The metal enters at first only as the support that holds the molecules in place; its electrical response is treated later.

The number of molecules per area is $N=1/a^2$. The full layer has spacing $a_0$ and density $N_0=1/a_0^2$, and coverage is

$$\theta=\frac{N}{N_0}=\frac{a_0^2}{a^2}.$$

The repulsion energy per molecule, $u$, is the total interaction energy divided by the number of molecules, each pair being counted once. Its zero is the state of infinite separation. Binding to the surface is not included.

The result to be derived is

$$u(\theta)=\frac{S\,p^2N_0^{3/2}}{8\pi\varepsilon_0\varepsilon_r}\,\theta^{3/2},\qquad S\approx 9.034 .$$

It holds if the layer is a square lattice at every coverage compared, with a spacing that grows as coverage falls. Fixing the dipoles' moment and direction is not enough. If molecules fill a fixed grid at random, the mean energy is linear in $\theta$, as shown below.

## The energy of one pair

Represent each dipole by a charge $+q$ at a distance $l$ above a charge $-q$, with $p=ql$. Two such dipoles stand side by side at distance $r$. The two pairs of like charges are a distance $r$ apart, and the two pairs of unlike charges are $\sqrt{r^2+l^2}$ apart. Hence

$$W(r)=\frac{2q^2}{4\pi\varepsilon}\left[\frac1r-\frac1{\sqrt{r^2+l^2}}\right].$$

The interaction of the two charges within one dipole is left out, because it does not depend on $r$. For $l\ll r$,

$$\frac1{\sqrt{r^2+l^2}}=\frac1r\left(1-\frac{l^2}{2r^2}+\frac{3l^4}{8r^4}-\dots\right).$$

The terms $1/r$ cancel, and

$$W(r)=\frac{q^2l^2}{4\pi\varepsilon r^3}\left(1-\frac{3l^2}{4r^2}+\dots\right).$$

Letting $l\to0$ at fixed $p=ql$ gives the point-dipole law

$$W(r)=\frac{p^2}{4\pi\varepsilon r^3}.$$

The sign is positive because like charges are closer together than unlike ones. The cube arises because the leading Coulomb terms cancel.

## From one pair to the layer

For $M$ molecules the total energy is

$$U=\frac12\sum_{m}\sum_{n\ne m}W(r_{mn}).$$

The factor $1/2$ is needed because the double sum meets each pair twice. In a large layer nearly every molecule has the same surroundings, and the edge contributes a vanishing share of $U/M$. Place one molecule at the origin. The others lie at distances $a\sqrt{i^2+j^2}$, with integers $i,j$ not both zero, so

$$u=\frac12\sum_{(i,j)\ne(0,0)}\frac{p^2}{4\pi\varepsilon a^3(i^2+j^2)^{3/2}}
=\frac{S\,p^2}{8\pi\varepsilon a^3},$$

$$S=\sum_{(i,j)\ne(0,0)}\frac1{(i^2+j^2)^{3/2}}.$$

The sum converges. Beyond a radius of $R$ spacings there is on average one site per unit area, and the remainder is close to

$$\int_R^\infty\frac{2\pi\rho\,d\rho}{\rho^3}=\frac{2\pi}{R}.$$

This decays slowly. The four nearest neighbours supply $4/9.034$, or 44%, of the sum, so a nearest-neighbour model would miss more than half of the energy.

## The value of the lattice constant

A rapidly converging form of $S$ follows from the Gaussian integral

$$\int_0^\infty s^{1/2}e^{-\pi r^2s}\,ds=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}=\frac{\sqrt\pi/2}{\pi^{3/2}r^3}=\frac1{2\pi r^3}.$$

Multiply by $2\pi$, set $r^2=i^2+j^2$ and sum. All terms are positive, so sum and integral may be exchanged. With $\vartheta(s)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2s}$,

$$S=2\pi\int_0^\infty s^{1/2}\left[\vartheta(s)^2-1\right]ds,$$

where the $-1$ removes the origin.

For small $s$ the series for $\vartheta$ converges slowly. Poisson summation states that $\sum_nf(n)=\sum_k\hat f(k)$, where $\hat f$ is the Fourier transform. For $f(x)=e^{-\pi x^2/v}$ the transform is $\hat f(k)=\sqrt v\,e^{-\pi k^2v}$, and therefore

$$\vartheta(1/v)=\sqrt v\,\vartheta(v).$$

Split the integral at $s=1$. In the lower part put $s=1/v$, so that $ds=-dv/v^2$ and $s^{1/2}=v^{-1/2}$:

$$\int_0^1s^{1/2}[\vartheta(s)^2-1]\,ds=\int_1^\infty v^{-5/2}[v\,\vartheta(v)^2-1]\,dv.$$

Now write $v\vartheta^2-1=v(\vartheta^2-1)+(v-1)$. The second piece gives

$$\int_1^\infty\left(v^{-3/2}-v^{-5/2}\right)dv=2-\frac23=\frac43.$$

Collecting the parts,

$$S=2\pi\left\{\frac43+\int_1^\infty\left(s^{1/2}+s^{-3/2}\right)\left[\vartheta(s)^2-1\right]ds\right\}.$$

The remaining integral is 0.104412, so $S=2\pi(1.333333+0.104412)=9.03362$. Direct summation over a disc of radius 250 spacings, with the remainder $2\pi/R$ added, gives the same digits.

## The coverage law

From the definition of coverage, $a=a_0\theta^{-1/2}$. Thus

$$\frac1{a^3}=\frac{\theta^{3/2}}{a_0^3}=N_0^{3/2}\theta^{3/2}.$$

Insertion into $u=Sp^2/(8\pi\varepsilon a^3)$ gives the stated result, or

$$u(\theta)=u(1)\,\theta^{3/2},\qquad u(1)=\frac{S\,p^2N_0^{3/2}}{8\pi\varepsilon_0\varepsilon_r}.$$

The power has two sources. The pair energy falls as the cube of distance, and distance in a plane varies as the inverse square root of density. The constant $S$ does not change, because the pattern is enlarged without a change of shape.

On a surface with fixed adsorption sites, coverage cannot vary continuously in this way. A square sublattice has edge vectors $(m,n)$ and $(-n,m)$ in units of $a_0$. Its cell has area $m^2+n^2$, so the available coverages are $\theta=1/(m^2+n^2)$: 1, 1/2, 1/4, 1/5, 1/8, 1/9 and so on. Explicit sums over the occupied sites at 1/2, 1/4, 1/5 and 1/9 give a fitted exponent of 1.50000.

## Three different energies

The energy per molecule is not the energy needed to add or remove one.

If one molecule is removed and the others stay in place, every pair containing it disappears. The energy released is the whole neighbour sum, without the factor $1/2$:

$$\Delta U_{\text{frozen}}=\sum_{n\ne m}W(r_{mn})=2u.$$

If instead the area $A$ is held fixed and the remaining $M-1$ molecules are respaced into a larger square lattice, the total energy as a function of $M$ is needed. Since $u\propto(M/A)^{3/2}$,

$$U=Mu=C\,\frac{M^{5/2}}{A^{3/2}},\qquad
\left(\frac{\partial U}{\partial M}\right)_A=\frac52\,C\,\frac{M^{3/2}}{A^{3/2}}=\frac52u.$$

This is the repulsive part of the chemical potential for the ordered layer. It exceeds the frozen value by $u/2$, the energy released when the neighbours spread into the vacated area. An adsorption isotherm for a layer that can respace continuously as a square lattice needs $5u/2$, not $u$. On a fixed grid of sites such respacing is not possible, and the first vacancy in the full layer releases $2u$.

## Other arrangements at the same coverage

**Rows.** Fill every second row of the full grid. The coverage is 1/2, but the pattern is rectangular. Its energy is 1.268 times the value given by the three-halves law, mainly because each molecule keeps two neighbours at the distance $a_0$.

**Random filling.** Let each site of the full grid be occupied independently with probability $\theta$. A molecule at the origin finds each other site filled with that probability, so its mean energy is

$$\langle u\rangle=\frac12\sum_{(i,j)\ne(0,0)}\theta\,W\!\left(a_0\sqrt{i^2+j^2}\right)=\theta\,u(1).$$

The distances in the sum stay fixed and the number of neighbours varies, which gives the first power. Averages over 400 random fillings of a periodic grid of 32 by 32 sites gave energies per molecule of 0.2496 at $\theta=0.25$ and 0.4994 at $\theta=0.50$, as fractions of the value for the same periodic grid when full. Each filling had a fixed number $M$ of molecules on the 1024 sites, for which the exact mean is $(M-1)/1023$, or 0.2493 and 0.4995. The ratio of random to ordered energy is $\theta/\theta^{3/2}=\theta^{-1/2}$, or 2 at quarter coverage.

**Hexagonal order.** At equal density a hexagonal lattice has 0.984 times the energy of the square one. Dipole repulsion alone therefore does not select the square lattice. The surface must impose it.

## Worked example: a dried amine film

Take values in the regime of a film-forming amine on steel, dried after treatment: $p=1.30$ D, $a_0=0.50$ nm, $\varepsilon_r=1$ and a temperature of 298 K. These are rough typical values, not a computed structure of the adsorbed molecule. In SI units $p=4.336\times10^{-30}$ C m, and $N_0=1/(0.50\ \text{nm})^2=4.00\ \text{nm}^{-2}$.

The energy of a nearest pair in the full layer is

$$W(a_0)=\frac{(4.336\times10^{-30})^2}{4\pi(8.854\times10^{-12})(0.50\times10^{-9})^3}\ \text{J}=8.44\ \text{meV}.$$

Multiplication by $S/2$ gives

$$u(1)=4.517\times8.44\ \text{meV}=38.1\ \text{meV},$$

or 3.68 kJ/mol. The thermal energy $kT$ is 25.7 meV, so $u(1)=1.48\,kT$. Releasing one molecule from the frozen layer yields 76.2 meV; if the layer could respace freely as a square lattice, the repulsive chemical potential would be 95.3 meV.

For square patterns at lower coverage:

| $\theta$ | $a$ (nm) | $u$ (meV) | $u/kT$ |
|---|---:|---:|---:|
| 1 | 0.500 | 38.1 | 1.48 |
| 1/2 | 0.707 | 13.5 | 0.525 |
| 1/4 | 1.000 | 4.76 | 0.19 |
| 1/9 | 1.500 | 1.41 | 0.055 |

At quarter coverage the spacing has doubled and the energy has fallen by a factor of 8.

**Can repulsion hold this order?** Consider molecules free to move among the sites of the full grid at $\theta=1/4$. The number of ways to place $M$ molecules on $M/\theta$ sites gives, by Stirling's formula, the mixing entropy per molecule

$$s=-\frac{k}{\theta}\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]=2.249\,k.$$

The random layer has mean energy $38.1/4=9.53$ meV and free energy

$$9.53-25.68\times2.249\approx-48.2\ \text{meV}$$

per molecule. The perfectly ordered layer has energy 4.76 meV and no mixing entropy per molecule in the large-layer limit. Its free energy is higher, so it is not the equilibrium state under this repulsion. The three-halves law then needs order imposed by some other means, such as site-specific binding or an arrangement frozen in during deposition. This comparison does not exclude partial local order.

**Field and potential.** At the site of one molecule, each neighbour produces a field $p/(4\pi\varepsilon r^3)$ directed against the dipole. The sum is

$$E=\frac{Sp}{4\pi\varepsilon a_0^3}=\frac{2u(1)}p=28.2\ \text{MV/cm}.$$

This is a local field at a molecular site, not the average field across a film, and cannot be compared directly with a bulk breakdown strength. It does show that rigidity deserves scrutiny.

Seen from far away, the charges form two sheets with densities $\pm N_0q$. The field between them is $N_0q/\varepsilon$, and over the distance $l$ the potential changes by

$$\Delta V=\frac{N_0ql}{\varepsilon}=\frac{N_0p}{\varepsilon}=1.96\ \text{V}.$$

## What the model leaves out

Each effect below is sized separately for the example. The factors are not independent, so their product is only approximate. For example, image and polarizability treated together, with each molecule's own image included, give 0.90 at full coverage, against a product of 0.87.

### The metal's image charges

Treat the metal as a perfect conductor and put the dipole at height $h$ above its image plane. Reflection reverses each charge and its height, so the image of an upright dipole is also upright, at depth $h$. The potential of a point dipole is $\mathbf p\cdot\mathbf R/(4\pi\varepsilon R^3)$. Its negative gradient has the vertical component

$$E_z=\frac{p(3Z^2-R^2)}{4\pi\varepsilon R^5},\qquad R^2=r^2+Z^2.$$

For a neighbour's image $Z=2h$, so $3Z^2-R^2=8h^2-r^2$. The energy $-pE_z$ adds to the pair law:

$$W(r)=\frac{p^2}{4\pi\varepsilon}\left[\frac1{r^3}+\frac{r^2-8h^2}{(r^2+4h^2)^{5/2}}\right].$$

No factor $1/2$ remains on the image term. The energy of charges near a conductor is half the sum of real charge times potential, but each pair contributes twice: molecule 1 with the image of 2, and molecule 2 with the image of 1. Each molecule's attraction to its own image does not depend on coverage and belongs to the binding energy.

For $r\gg h$ the added term tends to $1/r^3$ and the repulsion doubles. For $r<\sqrt8\,h$ it is attractive. With the rough value $h=0.30$ nm this limit is 0.85 nm, so in the full layer the images of the nearest and diagonal neighbours attract. The lattice energy is multiplied by 1.118 at full coverage, 1.464 at $\theta=1/4$ and 1.688 at $\theta=1/9$.

This changes the power itself. Between full and quarter coverage the effective exponent is

$$\frac32-\frac{\ln(1.464/1.118)}{\ln4}\approx1.31.$$

Near a metal the three-halves law returns when $a\gg h$, with twice the original prefactor. These figures hold for a bare, perfectly conducting surface. On a thick oxide of relative permittivity $\varepsilon_{\text{ox}}$ under a layer with $\varepsilon_r=1$, the image term is multiplied by $(\varepsilon_{\text{ox}}-1)/(\varepsilon_{\text{ox}}+1)$, and a metal lying several spacings below the dipoles adds almost nothing.

### Polarizability

Let each molecule acquire an induced moment $m$ along the normal, with polarizability volume $\alpha$ and $\varepsilon_r=1$. Define $K=S/(4\pi\varepsilon_0a^3)$ and $x=\alpha S/a^3$. Creating the induced moment costs $m^2/(8\pi\varepsilon_0\alpha)=Km^2/(2x)$, so the energy per molecule is

$$\frac K2(p+m)^2+\frac{K}{2x}m^2.$$

Setting the derivative with respect to $m$ to zero gives $x(p+m)+m=0$, hence

$$m=-\frac{xp}{1+x},\qquad p+m=\frac p{1+x}.$$

The minimum energy is

$$\frac{Kp^2}{2}\,\frac{1+x}{(1+x)^2}=\frac{u}{1+x}.$$

With a rough head-group value $\alpha=0.004\ \text{nm}^3$, the factor is 0.776 at full coverage. The potential step contains one power of the total moment, so it falls by the same factor, to 1.52 V. Since $x\propto\theta^{3/2}$, the correction fades in a dilute layer, and it too lowers the effective exponent.

### Tilt and finite length

If all dipoles tilt by the same angle $\tau$ in one direction, the dipole field gives

$$W=\frac{p^2}{4\pi\varepsilon r^3}\left(1-3\sin^2\tau\cos^2\phi\right),$$

where $\phi$ is the angle in the plane between the tilt direction and the line joining the pair. The two axes of a square lattice are equivalent, so $\cos^2\phi$ averages to $1/2$ at each distance. The energy is multiplied by $1-\tfrac32\sin^2\tau$, which is 0.825 for a tilt of 20°. If the tilt is the same at every coverage, the power is unchanged.

A charge separation of 0.15 nm, used in the four-charge energy without expansion, multiplies $u(1)$ by 0.964. The sign agrees with the correction $-3l^2/(4r^2)$ found earlier. This figure belongs to the two-charge model. A real head group has further multipoles, which can be larger and of either sign. In a small-basis Hartree–Fock estimate for two parallel methylamine molecules 0.50 nm apart, the electrostatic energy is roughly 0.8 times the point-dipole value along one lattice axis and 1.6 times along the other.

### Attraction between the chains

The model keeps only the head-group dipole. The alkyl chains of a film-forming amine also attract one another by dispersion. Summing a $1/r^6$ attraction along two long parallel chains gives an energy proportional to chain length and to $1/r^5$, which is roughly $\theta^{5/2}$ in the layer. For upright chains of 8 to 18 carbons at 0.50 nm, rough pairwise estimates give 0.2 to 0.8 eV per molecule, many times $u(1)$. At quarter coverage they still give about 7 to 20 meV, more than the 4.76 meV of repulsion. The net lateral interaction in such a film is then attractive, and $u(\theta)$ is only its dipolar part.

### A wet film

Suppose salt solution permeates the layer and screens each charge according to linear Debye–Hückel theory. The Coulomb function $1/r$ becomes $g(r)=e^{-\kappa r}/r$. Since $\sqrt{r^2+l^2}-r\approx l^2/(2r)$,

$$W=\frac{2q^2}{4\pi\varepsilon}\left[g(r)-g\!\left(\sqrt{r^2+l^2}\right)\right]\to-\frac{p^2}{4\pi\varepsilon}\frac{g'(r)}r=\frac{p^2}{4\pi\varepsilon r^3}(1+\kappa r)e^{-\kappa r}.$$

For 0.1 mol/L of a salt with singly charged ions in water of relative permittivity 78, the Debye length $1/\kappa$ is 0.96 nm. Ion screening multiplies the energy by 0.691 at full coverage and 0.471 at quarter coverage, relative to an unscreened layer of the same permittivity. The decay with falling coverage is therefore steeper than the three-halves law. The permittivity of the solution lowers the energy further, but its bulk value is doubtful at spacings of a few molecular diameters. At this concentration the ions are on average about 2 nm apart, several times the spacing of the molecules, so the screening factors are only indicative. The estimate also assumes neutral molecules. An alkylamine group exposed to water near neutral pH is largely protonated, and the layer then carries charges, which the dipole model does not describe.

## The model beside a real film

The size of the dipole and the spacing are plausible for amine chains, but the direction of the dipole is idealized. The moment of an alkylamine lies close to the axis of the nitrogen lone pair, not along the chain. For an all-trans chain standing along the normal it is tilted by roughly 35° when the lone pair continues the zigzag of the chain, and it lies nearly in the plane otherwise. For a common tilt direction the factor $1-\tfrac32\sin^2\tau$ is then about one half in the first case, and without the metal it turns negative beyond $\tau=54.7°$. The image reverses the in-plane component of the moment and moves this angle up. With $h=0.30$ nm it is about 58° at full and 67° at quarter coverage, and for $a\gg h$ the energy tends to $2\cos^2\tau$ times the upright value without a metal. Bonding to steel can also transfer charge and alter the moment. At fixed spacing $u\propto p^2$, so a change of 20% in $p$ moves the energy by about 40%. The potential step of 1.96 V assumes rigid upright dipoles. A tilt of 35° alone lowers it to 1.60 V, and polarizability lowers it further. Real steel also carries an oxide and has many grains, so a single square lattice across a surface is an idealization. If the molecules are instead distributed at random over the same sites, the energy at quarter coverage doubles, from 4.76 to 9.53 meV. For this example the arrangement of the molecules and the response of the metal thus matter more to the coverage dependence of the dipolar energy than the finite length of the model dipoles. In a film of long-chain amines the attraction between chains outweighs this energy altogether. The values used here are listed in the numerical output.

## Computed results

```
lattice constant S (integral)       9.03362
lattice constant S (direct sum)     9.03362
integral inside S                   0.104412
S/2 from finite patches             4.5168
frozen removal energy / u           1.9998
chemical potential / u              2.5001
fitted exponent, square patterns    1.50000
alternate rows / 3/2 law, theta=1/2 1.2678
random filling u/u(1), theta=0.25   0.2496
random filling u/u(1), theta=0.50   0.4994
hexagonal / square, same density    0.9844
dipole p                            1.30 D
dipole p in SI                      4.3363e-30 C m
full-layer spacing a0               0.50 nm
full-layer density N0               4.00 nm^-2
relative permittivity               1.0
temperature                         298 K
thermal energy kT                   25.68 meV
nearest-pair energy, full layer     8.439 meV
u(1) from formula                   38.12 meV
u(1) from explicit charges          38.12 meV
u(1) per mole                       3.68 kJ/mol
theta=1    a=0.500 nm  u=38.12 meV  u/kT=1.484
theta=1/2  a=0.707 nm  u=13.48 meV  u/kT=0.525
theta=1/4  a=1.000 nm  u=4.76 meV  u/kT=0.186
theta=1/9  a=1.500 nm  u=1.41 meV  u/kT=0.055
frozen removal energy 2u(1)         76.23 meV
chemical potential 5u(1)/2          95.29 meV
local field, full layer             28.2 MV/cm
potential step, rigid dipoles       1.96 V
potential step, polarizable         1.52 V
theta=1/4 random mean energy        9.53 meV
theta=1/4 mixing entropy            2.249 k/molecule
theta=1/4 random free energy        -48.23 meV
height above image plane            0.30 nm
image factor, theta=1               1.118
image factor, theta=1/4             1.464
image factor, theta=1/9             1.688
polarizability volume               0.0040 nm^3
polarizability factor, theta=1      0.776
common tilt                         20 deg
tilt factor                         0.825
charge separation                   0.15 nm
finite-length factor, theta=1       0.964
salt concentration if wetted        0.1 mol/L
water relative permittivity         78
Debye length                        0.959 nm
ion screening factor, theta=1       0.691
ion screening factor, theta=1/4     0.471
```
